# When real-space projection of nonlocal PAW terms needs fewer operations, part 1

(Sections cited here and not found follow in the second part.)

A plane-wave code can apply the nonlocal part of the PAW Hamiltonian in reciprocal space or on the real-space grid. If the choice is made without an operation count, it can be costly in either direction. In the model crystal used below, with projector spheres of radius 2 Å and a grid of spacing 1/6 Å, fine enough to hold the full density, real-space projection of a 4-atom cell takes about ten times as many operations as reciprocal projection. In a 108-atom cell with the same grid spacing the order is reversed, and reciprocal projection takes 2.8 times as many. The advantage then grows in proportion to the number of atoms, so a method that was right for a small test cell becomes steadily worse in production.

## The estimate on the back of an envelope

A projector is a function localized around one atom. In real space it is a small ball. In reciprocal space it has a component on every plane wave, however large the crystal. Projecting an orbital therefore means a sum over the ball in one case and over all plane waves of the cell in the other.

The ball stays the same when the cell grows, while the number of plane waves grows with the cell volume. Real space must win eventually. It starts with a handicap, because the grid has more points than there are plane waves. The plane waves fill a sphere of radius $G_c$ in reciprocal space. A grid able to represent the density, whose components reach $2G_c$, fills a cube of half-width $2G_c$. The ratio of the two volumes is

$$\frac{(4G_c)^3}{(4\pi/3)G_c^3}=\frac{48}{\pi}\approx 15 .$$

The cell must thus be about 15 times larger than the projector ball. A ball of radius 2 Å has a volume of about 34 Å$^3$, the space of two atoms if each occupies 16 Å$^3$. Break-even comes at about $15\times2=30$ atoms.

## What is being counted

The nonlocal operator is

$$\hat V_{\rm NL}=\sum_{a}\sum_{ij}|p_i^a\rangle D_{ij}^a\langle p_j^a| ,$$

where $a$ labels atoms and $i,j$ label the $n_p$ projectors on each atom. In the PAW eigenvalue problem the overlap operator contributes a term of the same form, with $D_{ij}^a$ replaced by $D_{ij}^a-\varepsilon_n q_{ij}^a$ for a band of energy $\varepsilon_n$. It uses the same projections, and the count is unchanged if only the combination $(\hat H-\varepsilon_n\hat S)|\psi\rangle$ is needed, as assumed here. A solver that needs $\hat H|\psi\rangle$ and $\hat S|\psi\rangle$ separately has a second back-projection and, in real space, one more Fourier transform.

There are $N$ atoms, each with volume $\Omega$, in a cell of volume $V=N\Omega$. There are $b$ bands per atom, hence $bN$ bands, at a fixed number of k-points. Both methods repeat their work for each k-point, so one k-point suffices for the comparison. One operation is one multiply-add for one projector, one band and one point, where a point is a plane wave or a grid point. Building the projector tables is not counted; it is done once for a given geometry and k-point, while the operator is applied many times.

For each band, the action has three parts:

1. Projection: $\beta_j^a=\langle p_j^a|\psi\rangle$.
2. Coupling: $\alpha_i^a=\sum_j D_{ij}^a\beta_j^a$.
3. Back-projection: $\hat V_{\rm NL}|\psi\rangle=\sum_{ai}|p_i^a\rangle\alpha_i^a$.

The first and third parts each combine every projector with every point on which it is tabulated, so they cost the same. This gives a factor of 2. The second costs $n_p^2$ multiply-adds per atom and band, or $bn_p^2N^2$ in total. It is identical in both methods, so it does not affect the break-even point. It is also small beside the other two parts in the examples below, and is left out of the counts.

## Reciprocal space: the cubic count

Write the orbital, at $\mathbf k=0$ for brevity, as

$$\psi(\mathbf r)=V^{-1/2}\sum_{|\mathbf G|\le G_c}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
\tilde p(\mathbf G)=\int p(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

Inserting the first expression into the projection integral gives

$$\beta=\int p^*(\mathbf r)\psi(\mathbf r)\,d^3r
=V^{-1/2}\sum_{\mathbf G}c_{\mathbf G}\int p^*(\mathbf r)e^{i\mathbf G\cdot\mathbf r}d^3r
=V^{-1/2}\sum_{\mathbf G}\tilde p^*(\mathbf G)c_{\mathbf G}.$$

The sum runs over all plane waves. Allowed wave vectors have density $V/(2\pi)^3$ in reciprocal space, so their number is, up to the discreteness of the set,

$$N_{\rm pw}=\frac{4\pi}{3}G_c^3\,\frac{N\Omega}{8\pi^3}=N\,n_{\rm pw},\qquad n_{\rm pw}=\frac{\Omega G_c^3}{6\pi^2}.$$

Multiplying the factor 2 by $bN$ bands, $n_pN$ projectors and $n_{\rm pw}N$ plane waves gives

$$W_G=2\,b\,n_p\,n_{\rm pw}\,N^3 .$$

Each of the three factors of $N$ has its own origin: more bands, more projectors, and more plane waves per projector. For a single band the first is absent and the cost is quadratic.

## Real space: the quadratic count

Let the grid be cubic with spacing $h$, in a cell with orthogonal edges. Along each axis it represents wave numbers up to $\pi/h$. We express this half-width in units of the cutoff:

$$\frac{\pi}{h}=\gamma G_c,\qquad h=\frac{\pi}{\gamma G_c}.$$

The choice $\gamma=2$ holds all components of the density formed from the plane-wave orbitals. The PAW compensation charge, which is confined to spheres, also has components beyond $2G_c$; it is not considered here. The cheaper choice $\gamma=3/2$ accepts some error in the density and in the local potential.

The projector vanishes outside a sphere of radius $R$, and the integral becomes a sum over the grid points $\mathbf r_m$ inside it:

$$\beta\approx h^3\sum_{|\mathbf r_m-\mathbf R_a|<R}p^*(\mathbf r_m)\psi(\mathbf r_m).$$

Each grid point represents a volume $h^3$, so the number of terms is, up to surface fluctuations,

$$N_{\rm sph}=\frac{4\pi}{3}\frac{R^3}{h^3}=\frac{4\pi}{3}\frac{\gamma^3G_c^3R^3}{\pi^3}.$$

It does not contain $N$. With $bN$ bands and $n_pN$ projectors,

$$W_R=2\,b\,n_p\,N_{\rm sph}\,N^2 .$$

For a single band this is linear in $N$. In a small cell the sphere may overlap its own periodic images. The sum then wraps around the cell and visits some points more than once. The count of terms is unchanged as long as repeated points are not merged, and they are not merged here.

This count presupposes that $\psi(\mathbf r)$ is already on the grid. It normally is, because the local potential is applied there. The nonlocal result can be added to the product of potential and orbital before the transform back to plane waves. The case in which this sharing is impossible is treated below.

## The break-even atom number

The ratio of the two counts is

$$\frac{W_G}{W_R}=\frac{n_{\rm pw}N}{N_{\rm sph}}=\frac{N}{N^*},\qquad N^*=\frac{N_{\rm sph}}{n_{\rm pw}} .$$

Inserting both expressions,

$$N^*=\frac{4\pi}{3}\frac{\gamma^3G_c^3R^3}{\pi^3}\cdot\frac{6\pi^2}{\Omega G_c^3}
=\frac{24\pi^3}{3\pi^3}\,\frac{\gamma^3R^3}{\Omega},$$

and therefore

$$\boxed{N^*=\frac{8\gamma^3R^3}{\Omega}}$$

The cutoff has cancelled: a higher cutoff adds plane waves and grid points in the same proportion, provided $\gamma$ and $R$ are kept. The numbers of bands and projectors have cancelled too.

Multiplying by $\Omega$ turns the criterion $N>N^*$ into a statement about the cell volume, $V>(2\gamma R)^3$. For a cubic cell of edge $L$ this reads

$$L>\gamma\,(2R).$$

Real space wins when the cell edge exceeds $\gamma$ sphere diameters. With $\gamma=2$ and $R=2$ Å the limiting edge is 8 Å on an ideal grid. Rounding the grid to an FFT-friendly size, discussed below, raises it; at 300 eV and 48 points per edge the crossing lies between 8.2 and 8.3 Å. In this form the result also covers slabs and molecules in vacuum. As long as the Fourier transforms are shared, empty space favours real space, because it adds plane waves but no projectors. The break-even atom number then falls because $\Omega$ includes the vacuum.

If atoms differ, with $n_a$ projectors of radius $R_a$ on atom $a$, the reciprocal count per band is proportional to $\sum_a n_a$ times $VG_c^3/(6\pi^2)$, and the real-space count to $\sum_a n_a(4\pi/3)R_a^3/h^3$. Equating them as before gives

$$V^*=8\gamma^3\,\frac{\sum_a n_aR_a^3}{\sum_a n_a}.$$

The cube of the radius is averaged with the projector number as weight, so a few species with large spheres can dominate.

## Numbers for typical radii and grids

The model crystal has four atoms in a cube of edge 4 Å, in the fcc arrangement, so $\Omega=64/4=16$ Å$^3$. The cutoff is 300 eV, which corresponds to $G_c=8.874$ Å$^{-1}$, and

$$n_{\rm pw}=\frac{16\times8.874^3}{6\pi^2}=188.8 .$$

There are two bands and eight projectors per atom. For $R=2$ Å and $\gamma=2$ the formula gives

$$N^*=\frac{8\times8\times8}{16}=32 .$$

A real grid has an integer number $n$ of points along the cube edge $a$, chosen to suit the FFT. For $\gamma=2$ this gives $n=24$, hence $h=4/24=0.1667$ Å and an effective value

$$\gamma_{\rm eff}=\frac{\pi}{hG_c}=\frac{\pi n}{aG_c}=2.124 .$$

Since $N^*$ contains $\gamma^3$, the rounding raises it by $(2.124/2)^3=1.198$, from 32.0 to 38.3. A change of 6% in the grid spacing moves the break-even point by 20%. For $\gamma=3/2$ the grid has 18 points per edge and, in this example, the same rounding factor. All rounded-grid numbers in this text keep these 24 or 18 points per cube edge in every supercell. A code that rounds the grid of each supercell separately obtains a factor that varies with the cell. For the 108-atom cube of edge 12 Å, $\gamma=2$ requires at least 68 points per edge; with 70 points, $\gamma_{\rm eff}=2.065$ and $N^*=35.2$, so reciprocal projection takes about 3.1 rather than 2.8 times as many operations. Because the plane waves are discrete, a slightly smaller grid can already hold the density: at $\mathbf k=0$, 65 points suffice for the 12 Å cube and 21 for the 4 Å cube. With 66 points the factor 2.8 becomes 3.6, and with 21 points the factor of about ten for the 4-atom cell becomes 6.6.

The table compares the formula with a direct enumeration. Supercells were built by adding cubes in a row, so that $N$ rises in steps of four. Their plane waves and the grid points in a sphere were counted one by one, with the atoms displaced from the grid points by a small generic offset. The last column is the first supercell in which the plane waves outnumber the sphere points.

| $\gamma$ | $R$ (Å) | $N^*$, ideal grid | $N^*$, rounded grid | enumerated |
|---|---|---|---|---|
| 1.5 | 1.5 | 5.7 | 6.8 | 8 |
| 1.5 | 2.0 | 13.5 | 16.2 | 20 |
| 1.5 | 2.5 | 26.4 | 31.6 | 32 |
| 2.0 | 1.5 | 13.5 | 16.2 | 20 |
| 2.0 | 2.0 | 32.0 | 38.3 | 40 |
| 2.0 | 2.5 | 62.5 | 74.9 | 76 |

In every row the enumerated value is the next multiple of four above the rounded-grid value. This depends on the offset: with the atoms exactly on grid points, the sphere holds fewer points in the two rows with $N^*=16.2$, and the 16-atom supercell is already won. Two rows have the same $N^*$ because the product $\gamma R$ is the same: 1.5 times 2.0 and 2.0 times 1.5.

Within this range of radii and grids, break-even on the rounded grids lies between about 7 and 75 atoms. The spread comes from the third power of $\gamma R$. At fixed $\gamma$ the cutoff plays no part (on a rounded grid it enters only through $\gamma_{\rm eff}$): with unrounded grids at $\gamma=2$ and $R=2$ Å, enumeration at 200, 300 and 600 eV gives ratios of sphere points to plane waves per atom of 32.1, 32.1 and 32.0.

The scaling laws were also checked by running both algorithms and adding up the sizes of the arrays they processed. For $R=2$ Å and $\gamma=2$, the 4-atom cell took $3.784\times10^5$ operations in reciprocal space and $3.714\times10^6$ in real space. The 32-atom cell took $1.976\times10^8$ and $2.377\times10^8$. The corresponding powers of $N$ are 3.010 and 2.000. The small excess over 3 comes from the discreteness of the plane waves: the 4-atom cell has 739 of them, while the smooth formula gives $4\times188.8\approx755$. At 32 atoms reciprocal space is still ahead, as $N^*=38.3$ requires.

Reciprocal projection costs grow as $N^3$ and real-space costs as $N^2$, and they cross at $N^*=8\gamma^3R^3/\Omega$, which is 32 atoms for $R=2$ Å and $\gamma=2$, or 38.3 on the rounded grid. Still to be settled are when the two methods give the same answer, and how unshared Fourier transforms and unequal times per operation move the crossing.

Numbers in the example were calculated in double precision.
